# Cowley–Sze pinning factor from charge neutrality at a metal–dielectric interface

## Definitions and conventions

A metal occupies \(x<0\). A gap of thickness \(\delta\) and permittivity \(\varepsilon_i\) fills \(0<x<\delta\). Beyond it lies the body, which is either a semiconductor or the high-k dielectric of a gate stack. The elementary charge \(e\) is positive, energies are electron energies, and charges \(Q\) are per unit area.

- \(\Phi_M\) is the metal work function and \(E_F\) the metal Fermi level.
- \(E_c\) and \(E_v\) are the band edges of the body at the interface plane \(x=\delta\), and \(\chi\) is its electron affinity.
- \(\phi_B=E_c-E_F\) is the electron barrier.
- \(D\) is the number of interface states per area and energy, located at \(x=\delta\) and spread over the band gap of the body.
- \(E_0\) is the neutral level: the interface states carry no net charge when those below \(E_0\) are full and those above are empty. Its depth is \(\phi_0=E_c-E_0\).
- \(Q_M\), \(Q_{is}\) and \(Q_b\) are the charges on the metal surface, in the interface states, and everywhere beyond the interface plane.

The assumptions are these.

1. The electrostatics is one-dimensional, the gap contains no charge, and there is no further dipole at the interface.
2. \(D\) does not depend on energy, and \(D,\phi_0,\chi,\delta,\varepsilon_i\) do not depend on the metal.
3. The interface states are filled according to the metal Fermi level, also when a voltage is applied to the stack.
4. At the interface, \(E_F\) lies many \(kT\) away from both band edges of the body.

## Theorem

Under these assumptions

\[
\phi_B=S(\Phi_M-\chi)+(1-S)\phi_0-S\,\frac{e\delta}{\varepsilon_i}Q_b,
\qquad
S=\frac{1}{1+e^2D\delta/\varepsilon_i}.
\tag{1}
\]

The pinning factor \(S\) is the slope \(d\phi_B/d\Phi_M\) at fixed \(Q_b\). The familiar linear law consists of the first two terms. It needs \(Q_b=0\), or a \(Q_b\) small enough to neglect.

## Lemma 1: charge in the interface states

\[
Q_{is}=eD(\phi_B-\phi_0).
\tag{2}
\]

**Proof.** Let \(f\) be the Fermi function. The number of electrons in the states is \(D\int_{E_v}^{E_c}f\,dE\), while neutrality requires \(D(E_0-E_v)\). An antiderivative of \(f\) is \(-kT\ln[1+e^{-(E-E_F)/kT}]\), so

\[
\int_{E_v}^{E_c}f\,dE
=kT\ln\!\left[1+e^{(E_F-E_v)/kT}\right]-kT\ln\!\left[1+e^{-(E_c-E_F)/kT}\right].
\]

Taking the large exponential out of the first logarithm gives

\[
\int_{E_v}^{E_c}f\,dE=(E_F-E_v)
+kT\ln\!\left[1+e^{-(E_F-E_v)/kT}\right]-kT\ln\!\left[1+e^{-(E_c-E_F)/kT}\right].
\]

By assumption 4 the two logarithms are exponentially small and are dropped. The excess of electrons is then \(D(E_F-E_0)\), as at zero temperature: for constant \(D\), the electrons thermally lifted above \(E_F\) leave equally many empty states below it. Since \(E_F=E_c-\phi_B\) and \(E_0=E_c-\phi_0\), we have \(E_F-E_0=\phi_0-\phi_B\). Multiplying the excess by \(-e\) gives (2). \(\square\)

The sign is as it should be. A barrier larger than \(\phi_0\) puts the Fermi level below the neutral level, electrons are missing, and the charge is positive.

## Lemma 2: potential step across the gap

Let \(\Delta\) be the drop of the local vacuum level from the metal surface to the body surface. Then

\[
\Delta=\Phi_M-\chi-\phi_B=\frac{e\delta}{\varepsilon_i}(Q_{is}+Q_b).
\tag{3}
\]

**Proof.** The vacuum level is \(E_F+\Phi_M\) at the metal and \(E_c+\chi=E_F+\phi_B+\chi\) at the body. Subtraction gives the first equality.

The local vacuum level follows the electron energy \(-eV\), where \(V\) is the electrostatic potential. A drop \(\Delta\) therefore means \(V(\delta)-V(0)=\Delta/e\). With no charge in the gap the field is uniform,

\[
F=-\frac{V(\delta)-V(0)}{\delta}=-\frac{\Delta}{e\delta}.
\]

The field vanishes inside the metal, so Gauss's law at its surface reads \(\varepsilon_iF=Q_M\). The whole structure is neutral, \(Q_M+Q_{is}+Q_b=0\), hence \(\varepsilon_iF=-(Q_{is}+Q_b)\). Equating the two expressions for \(F\) gives \(\Delta/(e\delta)=(Q_{is}+Q_b)/\varepsilon_i\), which is the second equality. \(\square\)

## Proof of the theorem

Insert (2) into (3) and write \(\alpha=e^2D\delta/\varepsilon_i\):

\[
\Phi_M-\chi-\phi_B=\alpha(\phi_B-\phi_0)+\frac{e\delta}{\varepsilon_i}Q_b.
\tag{4}
\]

Collect the terms in \(\phi_B\) on one side:

\[
(1+\alpha)\phi_B=\Phi_M-\chi+\alpha\phi_0-\frac{e\delta}{\varepsilon_i}Q_b.
\]

Because \(1+\alpha>0\), there is one solution. Dividing by \(1+\alpha\), with \(S=1/(1+\alpha)\) and \(\alpha/(1+\alpha)=1-S\), gives (1). Its derivative with respect to \(\Phi_M\) at fixed \(Q_b\) is \(S\). \(\square\)

**Remark 1 (meaning).** Define the capacitances per area \(C_i=\varepsilon_i/\delta\) of the gap and \(C_{is}=e^2D\) of the states. Then

\[
S=\frac{C_i}{C_i+C_{is}}.
\]

If \(\Phi_M\) rises by \(d\Phi_M\) at fixed \(Q_b\), the barrier takes up \(S\,d\Phi_M\). This lowers the Fermi level relative to the neutral level and makes the states more positive. The resulting dipole with the metal takes up the rest, \((1-S)\,d\Phi_M\), as a potential step in the gap. Pinning is thus a screening of the work-function change, and it needs both states to hold charge and a distance over which that charge makes a step.

**Remark 2 (limits).** For \(D\to0\), \(S\to1\) and \(\phi_B\to\Phi_M-\chi-e\delta Q_b/\varepsilon_i\). With \(Q_b=0\) this is the Schottky limit. For \(D\to\infty\) at fixed \(\delta\), \(S\to0\) and \(\phi_B\to\phi_0\), the Bardeen limit, for any finite \(Q_b\).

The thickness behaves differently. For \(\delta\to0\) at fixed \(D\), pinning disappears, because the dipole has lost its arm. For \(\delta\to\infty\), \(S\to0\), but \(Se\delta/\varepsilon_i=e\delta/(\varepsilon_i+e^2D\delta)\to1/(eD)\), so that \(\phi_B\to\phi_0-Q_b/(eD)\). The states must then supply the whole countercharge to \(Q_b\), which shifts their filling. This limit is formal. It holds \(D\) fixed, and it keeps the states in equilibrium with the metal (assumption 3), which fails once the gap is too thick for tunnelling.

**Remark 3 (what a slope reveals).** Solving \(S=1/(1+\alpha)\) for the density gives

\[
D=\frac{\varepsilon_i}{e^2\delta}\,\frac{1-S}{S}.
\]

A slope at fixed \(Q_b\) determines the combination \(D\delta/\varepsilon_i\), and a density follows from it after \(\delta/\varepsilon_i\) has been assumed. In an n-type semiconductor the depletion charge changes with the metal. The slope is then given by (8) below, and inserting it here in place of \(S\) overestimates \(D\). The value \(S=1/2\) belongs to \(D=\varepsilon_i/(e^2\delta)\). Going from \(S=0.9\) to \(S=0.1\) takes \(\alpha\) from \(1/9\) to \(9\), a factor of 81 in density.

## Corollary 1: effective work function of a gate stack

Let the body be a high-k dielectric and define \(\Phi_{\rm eff}=\chi+\phi_B\) and \(\Phi_0=\chi+\phi_0\). If \(Q_b=0\),

\[
\Phi_{\rm eff}=\Phi_0+S(\Phi_M-\Phi_0).
\tag{5}
\]

Two stacks that differ in the metal alone have flat-band voltages that differ by \(S\,\Delta\Phi_M/e\), where \(\Delta\Phi_M\) is the difference of the work functions.

**Proof.** Adding \(\chi\) to (1) and using \(\phi_0=\Phi_0-\chi\) gives

\[
\Phi_{\rm eff}=\chi+S(\Phi_M-\chi)+(1-S)(\Phi_0-\chi)=S\Phi_M+(1-S)\Phi_0,
\]

since the terms in \(\chi\) cancel. This is (5).

Suppose first that the stack has no fixed charge and no dipole layer between the dielectric and the channel. At flat band there is then no field beyond the interface plane. The vacuum level is then flat from there into the semiconductor channel, at the height \(E_F+\Phi_{\rm eff}\). A channel of work function \(\Phi_s\) has its Fermi level at \(E_F+\Phi_{\rm eff}-\Phi_s\). The gate voltage is the channel Fermi level minus the metal Fermi level, divided by \(e\), so \(V_{FB}=(\Phi_{\rm eff}-\Phi_s)/e\). For two metals \(\Phi_s\) cancels in the difference, and (5) gives \(S\,\Delta\Phi_M/e\).

Fixed charge that is the same in both stacks adds the same \(Q_b\) term to (1) and the same potential drop in the dielectric. It shifts both voltages equally and leaves their difference unchanged. The same holds for a dipole layer between the dielectric and the channel that is equal in both stacks: it adds the same potential step to both. \(\square\)

Away from flat band, the channel charge is part of \(Q_b\) and changes the barrier. An effective work function taken from the flat-band voltage does not include this shift.

## Corollary 2: depletion charge in a doped semiconductor

Let the body be an n-type semiconductor of permittivity \(\varepsilon_s\) with a uniform density \(N\) of ionized donors, at zero bias. Electrons obey Boltzmann statistics and holes are neglected. Let \(\xi\) be the distance from the Fermi level up to the conduction edge in the bulk, and let \(\phi_B-\xi\gg kT\). Then

\[
Q_b=\sqrt{2\varepsilon_sN(\phi_B-\xi-kT)},
\tag{6}
\]

and the barrier is \(\phi_B=\xi+kT+y\), with

\[
\sqrt y=-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+\phi_B^{(0)}-\xi-kT},
\qquad
\gamma=S\,\frac{e\delta}{\varepsilon_i}\sqrt{2\varepsilon_sN},
\tag{7}
\]

where \(\phi_B^{(0)}\) is the value of (1) for \(Q_b=0\). The local slope is

\[
\frac{d\phi_B}{d\Phi_M}=\frac{1}{1+\alpha+\varepsilon_s\delta/(\varepsilon_iW)},
\qquad W=\frac{Q_b}{eN}.
\tag{8}
\]

**Proof.** Let \(\psi(x)\) be the conduction edge measured from its bulk value. At the interface \(\psi=\psi_s=\phi_B-\xi\). The charge density is \(eN(1-e^{-\psi/kT})\). Since \(\psi\) equals \(-eV\) up to a constant, Poisson's equation becomes

\[
\psi''=\frac{e^2N}{\varepsilon_s}\left(1-e^{-\psi/kT}\right).
\]

Multiply by \(\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\), to the interface:

\[
\frac{\psi'^2}{2}=\frac{e^2N}{\varepsilon_s}\left(\psi_s-kT+kT\,e^{-\psi_s/kT}\right).
\]

The field just inside the body is \(\psi'/e\). It vanishes in the bulk, so Gauss's law gives \(Q_b=-\varepsilon_s\psi'/e\), which is positive because \(\psi\) falls into the body. Dropping the exponential gives (6).

With \(y=\phi_B-\xi-kT\), inserting (6) into (1) gives \(\phi_B=\phi_B^{(0)}-\gamma\sqrt y\), or

\[
y+\gamma\sqrt y-\left(\phi_B^{(0)}-\xi-kT\right)=0 .
\]

This is quadratic in \(\sqrt y\), and its non-negative root is (7).

For the slope, (6) gives \(dQ_b/d\phi_B=\varepsilon_sN/Q_b=\varepsilon_s/(eW)\). Differentiating (4) then yields

\[
d\Phi_M-d\phi_B=\left(\alpha+\frac{e\delta}{\varepsilon_i}\,\frac{\varepsilon_s}{eW}\right)d\phi_B,
\]

which rearranges to (8). \(\square\)

The depletion layer acts as a further capacitance \(\varepsilon_s/W\) beside that of the states. It lowers the barrier and makes the slope smaller than \(S\). As \(W\) grows with \(\Phi_M\), the relation is slightly curved. The correction to the slope is negligible when \(\varepsilon_s/W\ll\varepsilon_i/\delta+e^2D\).

## Worked example

All parameters are round model values. The gap has \(\delta=0.30\) nm and relative permittivity 3, and \(D=5\times10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}=5\times10^{17}\ \mathrm{m^{-2}\,eV^{-1}}\). Converting \(D\) from per eV to per joule divides it by \(1.602\times10^{-19}\), which cancels one of the two factors \(e\) in \(e^2D\). With \(D\) counted per eV, a single factor therefore remains, and

\[
\alpha=\frac{(1.602\times10^{-19})(5\times10^{17})(3\times10^{-10})}{3\times8.854\times10^{-12}}=0.905,
\qquad S=\frac1{1.905}=0.525 .
\]

**High-k body.** Take \(\chi=2.5\) eV, a band gap of 6 eV and \(\phi_0=2.2\) eV, so \(\Phi_0=4.7\) eV. For metals of 4.1 and 5.2 eV, (5) gives

\[
\Phi_{\rm eff}=4.7-0.525\times0.6=4.385\ \mathrm{eV},
\qquad
\Phi_{\rm eff}=4.7+0.525\times0.5=4.9625\ \mathrm{eV}.
\]

The barriers are smaller by \(\chi\): 1.885 and 2.4625 eV. Both lie far from the band edges, as assumption 4 requires. The work functions differ by 1.10 eV, but the flat-band voltages differ by only 0.578 V.

The missing part sits in the gap. For the first metal the states hold \(D(\phi_B-\phi_0)=5\times10^{13}\times(1.885-2.2)=-1.575\times10^{13}\) elementary charges per cm², or \(-2.52\ \mathrm{\mu C/cm^2}\), and the vacuum level rises by 0.285 eV towards the body. For the second metal the charge is \(+2.10\ \mathrm{\mu C/cm^2}\) and the vacuum level drops by 0.2375 eV. The two steps differ by 0.5225 eV, which is \(1.10-0.5775\). The larger step corresponds to a field of 9.5 MV/cm across about one atomic spacing. On this scale \(\delta/\varepsilon_i\) is an effective parameter, measured from the centroid of the screening charge of the metal. Here \(\delta\) divided by the relative permittivity is 0.10 nm, and adding or removing 0.049 nm, a typical Thomas–Fermi screening length, changes \(S\) to 0.43 or 0.68.

Now let the channel hold \(Q_b=-1\ \mathrm{\mu C/cm^2}=-10^{-2}\ \mathrm{C/m^2}\). By (1) the barrier changes by

\[
+\frac{0.525\times(3\times10^{-10})\times10^{-2}}{3\times8.854\times10^{-12}}\ \mathrm{eV}=+0.059\ \mathrm{eV}.
\]

The negative charge draws a field from the metal towards the body, which raises the electron energy there. The interface states screen this shift by the same factor \(S\).

**Dependence on the parameters.** In the same gap, \(S\) varies with density as follows.

| \(D\) (cm⁻² eV⁻¹) | \(S\) |
|---|---|
| \(10^{12}\) | 0.982 |
| \(10^{13}\) | 0.847 |
| \(10^{14}\) | 0.356 |
| \(10^{15}\) | 0.052 |

The value \(S=1/2\) is reached at \(5.5\times10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}\). At the original density, doubling \(\delta\) gives 0.356, the same as doubling \(D\), while doubling \(\varepsilon_i\) gives 0.689. The thickness trend holds at fixed \(D\), as for defect states. If the states are tails of metal wave functions, \(D\) itself falls roughly as \(e^{-2\kappa\delta}\) and the trend can reverse. For a tunnelling barrier of 2 eV and an effective mass of 0.4 electron masses, the added 0.3 nm reduces \(D\) by a factor of 0.064, and \(S\) rises to 0.90.

**Doped semiconductor.** Keep the gap and \(D\), and take \(\chi=4.0\) eV, a band gap of 1.2 eV, \(\phi_0=0.7\) eV, relative permittivity 12, \(N=10^{18}\ \mathrm{cm^{-3}}\) and \(\Phi_M=5.0\) eV. At 300 K, \(kT=0.0259\) eV. An effective conduction-band density \(N_c=2.5\times10^{19}\ \mathrm{cm^{-3}}\) gives \(\xi=kT\ln(N_c/N)=0.0832\) eV. Without depletion charge,

\[
\phi_B^{(0)}=0.525\times1.0+0.475\times0.7=0.8575\ \mathrm{eV}.
\]

From (7), \(\gamma=0.0346\ \mathrm{eV^{1/2}}\) and

\[
\sqrt y=-0.0173+\sqrt{0.0003+0.8575-0.0832-0.0259}=0.848\ \mathrm{eV^{1/2}},
\]

so \(\phi_B=0.719+0.083+0.026=0.828\) eV. The depletion charge of \(0.495\ \mathrm{\mu C/cm^2}\), in a layer 30.9 nm wide, lowers the barrier by 0.029 eV. The extra term in (8) is \(12\times0.30/(3\times30.88)=0.0389\), and the slope falls from 0.5250 to \(1/(1.9048+0.0389)=0.5145\). At this doping the straight line is still a fair approximation for the slope, but the offset exceeds \(kT\). Here \(\phi_B\) is the band edge at the interface plane. The barrier seen in transport also contains image-force lowering, which the model leaves out. The surface field is \(F_s=Q_b/\varepsilon_s=0.47\) MV/cm. For a metal plane directly on the semiconductor the lowering is \(e\sqrt{eF_s/(4\pi\varepsilon_s)}\approx0.07\) eV, more than the depletion correction, and it reduces the apparent slope to about 0.50. The low-permittivity gap changes this value, so it indicates the order of magnitude only.

## Remark 4: where constant density enters

Suppose \(D\) depends on energy measured from \(E_0\). At low temperature \(Q_{is}=-e\int_{E_0}^{E_F}D(E)\,dE\). Since \(E_F-E_0=\phi_0-\phi_B\), the derivative is \(dQ_{is}/d\phi_B=eD(E_F)\). Differentiating (3) at fixed \(Q_b\) gives

\[
\frac{d\phi_B}{d\Phi_M}=\frac{1}{1+e^2D(E_F)\delta/\varepsilon_i}.
\]

The slope now depends on the metal. At finite temperature \(D(E_F)\) is replaced by the average of \(D\) with the weight \(-df/dE\). This weight is symmetric about \(E_F\), so for a linear \(D(E)\) the average is again \(D(E_F)\), apart from the edge terms of Lemma 1.

As an illustration, let the density in the high-k example rise by 20 % of its neutral-level value per eV. Poisson's equation was solved numerically on a finite-volume grid at 300 K, with the interface charge obtained by quadrature of the Fermi function. The density at the Fermi level is \(5.31\times10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}\) for the 4.1 eV metal and \(4.73\times10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}\) for the 5.2 eV metal. The slopes are 0.510 and 0.539. A straight line through data for several metals would then give an average slope, and the density inferred from it would be an average as well.

Assumption 2 also fails if the metal changes the interface itself, for example by a reaction that alters \(\delta\), \(D\) or \(\phi_0\). If the other assumptions still hold, (1) gives the barrier of each metal with that metal's own values. The slope observed between metals, however, then also contains the variation of these quantities and can no longer be identified with \(S\).

Numbers in the example were calculated in double precision.
